# Three-body induction energy of three polarisable dipoles, bare and embedded

**Question**

I am trying to understand the three-body term in a body-ordered expansion on the smallest model I can think of. Three fixed sites on a line, spacing \(R=3\) Å, each carry a permanent dipole \(\mu=0.4\) e Å and an isotropic polarisability \(\alpha=1.5\) Å\(^3\). I define

\[
E_3=E(123)-\sum_{\rm pairs}E(ij)+\sum_i E(i).
\]

I expected attractive pairs to give a negative \(E_3\) and repulsive pairs a positive one, but my attempts don't follow that rule. What decides the sign, and how large is the term for a head-to-tail chain?

My second problem is embedding. If I compute each monomer and each pair in the field of the dipoles of the absent sites, \(E_3\) nearly disappears. The total energy can't have changed, so where did the three-body energy go?

**Answer**

To lowest order in \(\alpha\), the sign is set by the dot products of the fields that two sites produce at the third, summed over the three sites, which is a different matter from whether the pairs attract. Embedding lets the smaller fragments feel those combined fields, so the same energy is counted earlier in the expansion.

**The model and its energy**

I use atomic units in the algebra. A dipole \(v\) at site \(j\) produces at site \(i\) the field

\[
T_{ij}v,\qquad T_{ij}=\frac{3\hat r\hat r^{\mathsf T}-1}{r^3},\qquad T_{ij}=T_{ji}=T_{ij}^{\mathsf T}.
\]

The response is linear, and there is no damping, exchange, charge transfer or dispersion. Collect the permanent dipoles in \(\mu\), the induced ones in \(p\), and write \(m=\mu+p\). The energy is the interaction of the full dipoles plus the cost of polarising the sites:

\[
U(p)=-\tfrac12 m^{\mathsf T}Tm+\frac{p^{\mathsf T}p}{2\alpha}.
\]

Setting the derivative with respect to \(p\) to zero gives \(p=\alpha Tm\), or

\[
p=AF,\qquad A=(\alpha^{-1}-T)^{-1},\qquad F=T\mu .
\]

This is a minimum if \(\alpha^{-1}-T\) is positive definite. At the minimum \(p^{\mathsf T}p/(2\alpha)=\tfrac12p^{\mathsf T}Tm\), so

\[
E=-\tfrac12(m-p)^{\mathsf T}Tm=-\tfrac12\mu^{\mathsf T}Tm=W-\tfrac12F^{\mathsf T}AF,
\]

with the permanent energy \(W=-\tfrac12\mu^{\mathsf T}T\mu\). An isolated site has zero energy.

**What decides the sign**

\(W\) is a sum over pairs and drops out of \(E_3\). To lowest order \(A=\alpha\), and the induction energy of the trimer is \(-\tfrac{\alpha}{2}\sum_i|F_{ij}+F_{ik}|^2\), where \(F_{ij}=T_{ij}\mu_j\) and \(j,k\) are the two sites other than \(i\). The pair energies contain the squares \(|F_{ij}|^2\) and \(|F_{ik}|^2\). Subtracting them leaves the cross terms:

\[
E_3=-\alpha\sum_i F_{ij}\cdot F_{ik}+O(\alpha^2).
\]

A site's energy gain is quadratic in the field. Two parallel fields therefore gain more together than separately (cooperative, \(E_3<0\)), and two opposed fields gain less (anticooperative, \(E_3>0\)).

Put the line along \(x\). Between neighbours \(T\) multiplies an \(x\) component by \(2/R^3\) and a \(y\) component by \(-1/R^3\); between the end sites both factors are divided by 8. In units of \(\mu^2/R^6\), the sum \(\sum_iF_{ij}\cdot F_{ik}\) is as follows.

- Chain →→→: the middle site gives \(2\cdot2=4\), each end \(2\cdot\tfrac14=\tfrac12\). The sum is 5.
- Head-to-head →→←: the middle gives \(2\cdot(-2)=-4\), site 1 gives \(2\cdot(-\tfrac14)=-\tfrac12\), site 3 gives \(\tfrac14\cdot2=\tfrac12\). The sum is \(-4\).
- Side by side ↑↑↑: the middle gives \((-1)(-1)=1\), each end \((-1)(-\tfrac18)=\tfrac18\). The sum is \(\tfrac54\).
- Bent: \(\mu_1=\mu(c,s)\), \(\mu_2=\mu(0,-1)\), \(\mu_3=\mu(-c,s)\), with \(c=\cos\varphi\), \(s=\sin\varphi\). The middle gives \((2c,-s)\cdot(-2c,-s)=s^2-4c^2\). Site 1 gives \((0,1)\cdot(-2c,-s)/8=-s/8\), and site 3 the same. The sum is \(s^2-4c^2-s/4\).

Multiplying by \(-\alpha\) gives the leading coefficients of \(E_3\) in units of \(\alpha\mu^2/R^6\): \(-5\), \(+4\), \(-\tfrac54\) and \(4c^2-s^2+s/4\). The last is \(+1.677\) at \(\varphi=45^\circ\). It falls to \(-\tfrac34\) at \(\varphi=90^\circ\), the pattern ↑↓↑, where the two fields at the middle site have become parallel. So the bent family changes from anticooperative to cooperative as the outer dipoles turn.

**Numbers for your parameters**

With dipoles in e Å and lengths in Å, multiply the formulas by \(K=e^2/(4\pi\varepsilon_0)=14.3996\) eV Å. The unit is then

\[
K\frac{\alpha\mu^2}{R^6}=\frac{14.3996\times1.5\times0.4^2}{3^6}=0.004741\ \text{eV}.
\]

The full solution of the linear equations gives, in eV:

| Arrangement | Two-body sum | \(E_3\), leading | \(E_3\), full |
|---|---:|---:|---:|
| →→→ | −0.4056 | −0.0237 | −0.0308 |
| →→← | −0.0174 | +0.0190 | +0.0187 |
| ↑↑↑ | +0.1723 | −0.0059 | −0.0053 |
| bent, 45° | −0.1220 | +0.0079 | +0.0078 |

Side by side, all three pairs repel, yet \(E_3\) is negative. In the bent case both neighbour pairs attract (−0.0689 eV each) and the end pair repels weakly (+0.0158 eV). The pair sum is clearly attractive, yet \(E_3\) is positive. So the sign of the pair sum doesn't fix the sign of \(E_3\), in either direction. For →→← the three-body term even changes the sign of the total, from −0.0174 eV for the pairs to +0.0013 eV.

**The chain beyond leading order**

The chain can be solved in closed form. All dipoles lie along \(x\), and \(m_3=m_1\) by symmetry. With \(a=2\alpha/R^3\),

\[
m_1=\mu+a\left(m_2+\tfrac18m_1\right),\qquad m_2=\mu+2am_1.
\]

Inserting the second equation into the first gives

\[
m_1=\mu\,\frac{1+a}{1-a/8-2a^2}.
\]

Since \(Tm=p/\alpha\), the energy \(-\tfrac12\mu^{\mathsf T}Tm\) becomes

\[
E(123)=-\frac{\mu}{2\alpha}(2m_1+m_2-3\mu).
\]

A pair with coupling \(x\) has \(m=\mu+xm\), so \(m=\mu/(1-x)\) and its energy is \(-(\mu^2/\alpha)\,x/(1-x)\), with \(x=a,a,a/8\) for the three pairs.

As a check, expand to second order in \(a\). First, \(m_1/\mu=1+\tfrac98a+\tfrac{137}{64}a^2\), and \(2m_1+m_2-3\mu=(2+2a)m_1-2\mu\). Hence

\[
E(123)=-\frac{\mu^2}{\alpha}\left(\tfrac{17}{8}a+\tfrac{209}{64}a^2\right),\qquad
\sum E(ij)=-\frac{\mu^2}{\alpha}\left(\tfrac{17}{8}a+\tfrac{129}{64}a^2\right).
\]

The difference is \(-\tfrac54a^2\mu^2/\alpha=-5\alpha\mu^2/R^6\), as before.

Here \(a=0.1111\), which gives \(m_1=0.4623\) and \(m_2=0.5027\) e Å. The total is −0.43638 eV and the pairs sum to −0.40562 eV, so

\[
E_3=-0.43638+0.40562=-0.03076\ \text{eV}=-0.00113\ \text{hartree}.
\]

This is about 30% larger in magnitude than the leading estimate.

The denominator of \(m_1\) vanishes at \(a=(\sqrt{513}-1)/32=0.677\), or \(R=1.64\) Å for this \(\alpha\). There the response diverges and the undamped model has no stable solution. An isolated pair would diverge later, at \(a=1\), so stable pairs don't guarantee a stable trimer.

**What embedding does**

Let a fragment \(S\) respond in the field of fixed dipoles \(d\) on the absent sites \(R_S\), and count its interaction with them in full. Minimising over \(p_S\) as before gives

\[
E_S[d]=-\tfrac12\mu_S^{\mathsf T}T_{SS}\mu_S-\mu_S^{\mathsf T}T_{SR_S}d-\tfrac12F_S^{\mathsf T}A_SF_S,
\]

\[
F_S=T_{SS}\mu_S+T_{SR_S}d,\qquad A_S=(\alpha^{-1}-T_{SS})^{-1}.
\]

The one-body sum is \(\sum E_i[d]\), the two-body sum is \(\sum E_{ij}[d]-2\sum E_i[d]\), and \(E_3[d]=E(123)-\sum E_{ij}[d]+\sum E_i[d]\). They add up to \(E(123)\) for any \(d\), because the full trimer has no absent sites.

Now write \(d=m+\varepsilon\), where \(m\) are the true dipoles of the trimer, and let \(g_S=T_{SR_S}\varepsilon\) be the field error on the fragment. In the field of the true dipoles, the fragment's response equation is the one \(p_S\) obeys in the trimer, so \(A_SF_S=p_S\) at \(\varepsilon=0\). Expanding the quadratic expression,

\[
E_S[m+\varepsilon]=E_S[m]-m_S^{\mathsf T}g_S-\tfrac12g_S^{\mathsf T}A_Sg_S .
\]

Combine the three terms of \(E_3\) order by order in \(\varepsilon\).

*Zeroth order.* Fix a site \(i\) and set \(u_j=T_{ij}\mu_j\), \(v_j=T_{ij}m_j\). In \(E_S[m]\), \(-\tfrac12p_i\) multiplies \(u_j+u_k\) in the trimer, \(u_j+v_k\) and \(u_k+v_j\) in the two pairs containing \(i\), and \(v_j+v_k\) in the monomer. Trimer minus pairs plus monomer is

\[
(u_j+u_k)-(u_j+v_k)-(u_k+v_j)+(v_j+v_k)=0.
\]

The factor of \(-\tfrac12\mu_i\) is the same with every \(v\) doubled, and cancels in the same way.

*First order.* The monomer \(i\) feels \(T_{ij}\varepsilon_j+T_{ik}\varepsilon_k\). The pair \(ij\) contributes \(T_{ik}\varepsilon_k\) at \(i\), and the pair \(ik\) contributes \(T_{ij}\varepsilon_j\). All are multiplied by \(-m_i\), so pairs and monomers cancel.

*Second order.* This is all that remains:

\[
E_3[d]=\tfrac12\sum_{\rm pairs}g^{\mathsf T}A_{\rm pair}\,g-\tfrac{\alpha}{2}\sum_i|T_{ij}\varepsilon_j+T_{ik}\varepsilon_k|^2 .
\]

With \(A_{\rm pair}\approx\alpha\) the squares cancel, leaving

\[
E_3[d]\approx-\alpha\sum_i(T_{ij}\varepsilon_j)\cdot(T_{ik}\varepsilon_k).
\]

For given positions and polarisabilities, the three-body energy thus depends only on the error of the embedding dipoles, and it is quadratic in that error. Its terms can have either sign and may cancel, so a small \(E_3\) alone doesn't prove that the embedding dipoles are accurate. Without embedding, \(\varepsilon=-m\), and the earlier result returns at lowest order. With \(d=m\), \(E_3\) is exactly zero in this model. With \(d=\lambda m\) it is \((1-\lambda)^2\) times the bare value: embedding dipoles that are all 10% too small leave 1% of it, −0.00031 eV for the chain.

**Permanent dipoles as embedding**

For \(d=\mu\) the error is \(\varepsilon=-p\approx-\alpha F\), so \(E_3\) starts at \(\alpha^3\). In the chain \(F_1=F_3=\tfrac94\mu/R^3\) and \(F_2=4\mu/R^3\). The middle site gives \((2\cdot\tfrac94)^2=\tfrac{81}{4}\), and each end \((2\cdot4)(\tfrac14\cdot\tfrac94)=\tfrac92\). Therefore

\[
E_3[\mu]\approx-\frac{117}{4}\frac{\alpha^3\mu^2}{R^{12}}.
\]

The leading decay has changed from \(R^{-6}\) to \(R^{-12}\). At \(R=3\) Å this estimate is −0.00043 eV and the full value −0.00061 eV, which is 2% of the bare \(E_3\).

The missing energy can be located. A monomer in the permanent field has energy \(-\mu_i\cdot F_i-\tfrac{\alpha}{2}|F_i|^2\). Summed over the chain, the first term counts each permanent pair energy twice and gives \(2W=-\tfrac{17}{2}\mu^2/R^3\). In the second term, the squares from single sources give \(\tfrac12(8+2\cdot\tfrac{65}{16})=\tfrac{129}{16}\), and the cross terms give 5:

\[
\sum_iE_i[\mu]=-\frac{17}{2}\frac{\mu^2}{R^3}-\left(\frac{129}{16}+5\right)\frac{\alpha\mu^2}{R^6}.
\]

In eV this is \(-0.7253-0.0382-0.0237=-0.7872\). The −0.0237 eV is the former leading three-body term, now in the one-body sum. Embedding removed −0.0301 eV from \(E_3\) in all; the other −0.0064 eV, of order \(\alpha^2\) and higher, has moved into the two-body sum. The chain's sums, in eV, are:

| Embedding | One-body | Two-body | Three-body |
|---|---:|---:|---:|
| none | 0 | −0.4056 | −0.0308 |
| permanent | −0.7872 | +0.3515 | −0.0006 |
| self-consistent | −0.9607 | +0.5243 | 0 |

The positive two-body sums do not mean that the pairs repel. With permanent embedding, the one-body sum holds \(2W\) and the two-body sum takes back one \(W\). What should be compared is the sum through two-body order: −0.4056, −0.4358 and −0.4364 eV, against a total of −0.4364 eV.

**What this means for a potential**

"Lower order" here refers to the number of sites treated as responding together. It does not mean dependence on fewer coordinates. The monomer energy \(-\tfrac{\alpha}{2}|F_{ij}+F_{ik}|^2\) still contains the product \(-\alpha F_{ij}\cdot F_{ik}\). In general this product doesn't split into separate terms for each pair, so a sum of fixed functions of pair coordinates can't reproduce it. Self-consistent embedding goes further: the dipoles \(m\) already contain the coupled response of the whole trimer. They can be found by repeated one-site updates, \(m_i\leftarrow\mu_i+\alpha\sum_jT_{ij}m_j\), when these converge, but that work has to be done before the expansion looks pairwise.

The exact quadratic form rests on linear response; the zero at \(d=m\) does not. If each site has a hyperpolarisability, \(E_3[d]\) gains cubic and higher terms in \(\varepsilon\), and in its quadratic term \(\alpha\) is replaced by each site's differential polarisability in the trimer field, but at \(d=m\) every fragment still keeps the dipoles it has in the trimer. Trimer minus pairs plus monomers then counts each site's polarisation cost \(1-2+1=0\) times and each pair interaction \(1-3+2=0\) times. In real molecules at short range, however, exchange and charge transfer add three-body energies, and charge overlap changes the induction itself. Three-body dispersion is also absent from the model. It decays as \(R^{-9}\), more slowly than the \(R^{-12}\) residual left by permanent embedding, so in real molecules that residual need not be the largest three-body term remaining. Dipole embedding isn't built to represent these effects. At 3 Å the finite size and higher multipoles of a molecule matter too, so the numbers above belong to the point-dipole model and are only a rough guide to a real trimer.

The numerical output below includes two independent tests: the bare \(E_3\) of all four arrangements recomputed from explicit point charges, and the quadratic formula checked on a non-collinear (triangular) trimer with random dipoles and random embedding.

## Numbers as computed

```
alpha = 1.5 A^3, mu = 0.4 e A, R = 3.0 A
bent angle phi = 45 degrees
K = e^2/(4 pi eps0) = 14.3996 eV A
a = 2 alpha/R^3 = 0.11111
unit alpha mu^2/R^6 = 0.004741 eV
chain >>>: leading coefficient -5.0000
  pairs 12, 13, 23: -0.19200, -0.02163, -0.19200 eV
  two-body sum -0.40562 eV, total -0.43638 eV
  E3 leading -0.02370 eV, full -0.03076 eV
  E3 from point charges -0.03076 eV
head-to-head >><: leading coefficient 4.0000
  pairs 12, 13, 23: -0.19200, 0.02104, 0.15360 eV
  two-body sum -0.01736 eV, total 0.00132 eV
  E3 leading 0.01896 eV, full 0.01868 eV
  E3 from point charges 0.01868 eV
side by side ^^^: leading coefficient -1.2500
  pairs 12, 13, 23: 0.08084, 0.01059, 0.08084 eV
  two-body sum 0.17227 eV, total 0.16698 eV
  E3 leading -0.00593 eV, full -0.00529 eV
  E3 from point charges -0.00529 eV
bent: leading coefficient 1.6768
  pairs 12, 13, 23: -0.06889, 0.01582, -0.06889 eV
  two-body sum -0.12197 eV, total -0.11421 eV
  E3 leading 0.00795 eV, full 0.00776 eV
  E3 from point charges 0.00776 eV
chain dipoles: end 0.46228, middle 0.50273 e A
chain E3 = -0.03076 eV = -0.001130 hartree
stability limit: a = 0.6765, R = 1.643 A
embedding none:
  one-body 0.000000 eV, two-body -0.405624 eV
  three-body -0.030757 eV, one+two -0.405624 eV
embedding permanent:
  one-body -0.787240 eV, two-body 0.351472 eV
  three-body -0.000613 eV, one+two -0.435768 eV
embedding self-consistent:
  one-body -0.960651 eV, two-body 0.524270 eV
  three-body -0.000000 eV, one+two -0.436381 eV
one-body parts, permanent embedding (eV):
  twice permanent energy -0.725315
  single-source squares -0.038221
  cross term, formerly three-body -0.023703
alpha^3 coefficient, numerical limit: -29.250
alpha^3 estimate: -0.000428 eV
E3 permanent/bare = 1.99 percent
E3 with d = 0.5 m: -0.007689 eV
E3 with d = 0.9 m: -0.000308 eV
random trimer, random d: E3 direct -0.017944 eV
  quadratic form -0.017944 eV
  |E3| with d = m below 1e-12 eV: True
```
